# Onsager reciprocity from a symmetric collision operator in Boltzmann theory

## 1. A transverse voltage without a magnetic field

A current runs along a metal line, which we call the $x$ direction. The sides are open, so no current flows along $y$. If most grain boundaries in the line are tilted the same way, electrons are reflected preferentially to one side, and a voltage appears across the line with no magnetic field present. Now drive the current along $y$ and measure the field along $x$. Is the ratio of field to current density the same?

Crystal symmetry need not answer this. Suppose the boundaries stand perpendicular to the film. The structure then has a twofold axis along the film normal $z$ and a mirror plane perpendicular to it. In the $xy$ plane the twofold rotation is $-1$, which leaves every $2\times2$ tensor unchanged, and the mirror does nothing there. Symmetry therefore permits $\sigma_{xy}\neq\sigma_{yx}$. Onsager reciprocity forbids it, and within Boltzmann theory the reason lies in the collision operator.

## 2. Setting and conventions

The electron charge is $-e$, with $e>0$. A state $k$ has energy $\varepsilon_k$ and velocity $\mathbf v=\hbar^{-1}\nabla_k\varepsilon$; anomalous velocities from Berry curvature are left out. The field $\mathbf E$ is weak, steady and uniform, and there is no magnetic field until Section 7. Phonons stay in equilibrium, so phonon drag is excluded. Spin enters as a degeneracy $g$, and $V$ is the volume. States are counted as a finite, dense set, with $a\cdot b=\sum_k a_kb_k$.

With the Fermi function $f^0$, define
$$w=-\frac{\partial f^0}{\partial\varepsilon}=\frac{f^0(1-f^0)}{k_BT},\qquad f=f^0+w\phi .$$
The function $\phi$ is an energy: it acts as a state-dependent shift of the chemical potential.

**Statement.** Let the linearized collision rate be $-K\phi$, with $K$ real and symmetric and with the constant as its only null vector. Then the conductivity exists and $\sigma_{ij}=\sigma_{ji}$. Neither a crystal symmetry nor $\varepsilon_{-k}=\varepsilon_k$ is required.

## 3. Where the symmetry of $K$ comes from

For scattering by phonons or static defects, with $W_{kk'}$ the rate from $k$ to $k'$,
$$C_k=\sum_{k'}\left[W_{k'k}f_{k'}(1-f_k)-W_{kk'}f_k(1-f_{k'})\right].$$

The rates are not symmetric when energy is exchanged. Suppose $k\to k'$ emits a phonon of energy $\hbar\omega=\varepsilon_k-\varepsilon_{k'}$. In the golden rule its rate is proportional to $n+1$, while the reverse process absorbs the same phonon at a rate proportional to $n$. The squared matrix elements agree because the coupling is Hermitian. For equilibrium phonons $n+1=n\,e^{\hbar\omega/k_BT}$, so
$$W_{kk'}e^{-\varepsilon_k/k_BT}=W_{k'k}e^{-\varepsilon_{k'}/k_BT}.$$
This is detailed balance. Consider next the equilibrium flux $\Pi_{kk'}=W_{kk'}f^0_k(1-f^0_{k'})$. Since $f^0/(1-f^0)=e^{-(\varepsilon-\mu)/k_BT}$,
$$\Pi_{kk'}=(1-f^0_k)(1-f^0_{k'})\,W_{kk'}e^{-(\varepsilon_k-\mu)/k_BT}=\Pi_{k'k}.$$
The flux is symmetric although the rates are not.

To linearize, take out the factors $1-f$:
$$C_k=\sum_{k'}(1-f_k)(1-f_{k'})\left[W_{k'k}\frac{f_{k'}}{1-f_{k'}}-W_{kk'}\frac{f_k}{1-f_k}\right].$$
The derivative of $\ln[f/(1-f)]$ is $1/[f(1-f)]$. Hence, to first order,
$$\frac{f}{1-f}=\frac{f^0}{1-f^0}\left(1+\frac{w\phi}{f^0(1-f^0)}\right)=\frac{f^0}{1-f^0}\left(1+\frac{\phi}{k_BT}\right).$$
In equilibrium the square bracket vanishes by detailed balance. Its first-order change is thus multiplied by the prefactor at $f^0$, and
$$C_k=\sum_{k'}\frac{\Pi_{k'k}\phi_{k'}-\Pi_{kk'}\phi_k}{k_BT}=-(K\phi)_k,\qquad (K\phi)_k=\sum_{k'}\frac{\Pi_{kk'}}{k_BT}(\phi_k-\phi_{k'}).$$

The off-diagonal elements of $K$ are $-\Pi_{kk'}/k_BT$, so $K$ is symmetric. Exchanging the names $k$ and $k'$ in $\phi\cdot K\phi$ and averaging the two forms gives
$$\phi\cdot K\phi=\frac{1}{2k_BT}\sum_{kk'}\Pi_{kk'}(\phi_k-\phi_{k'})^2\ge0 .$$
This vanishes only when $\phi$ takes one value on all states linked by scattering. If every state can be reached from every other, the constant is the only null vector; it expresses conservation of particle number.

## 4. The response to the field

In the steady state $\dot{\mathbf k}\cdot\nabla_kf=C$, with $\dot{\mathbf k}=-e\mathbf E/\hbar$. To first order in the field the drift acts on $f^0$, and $\nabla_kf^0=-w\hbar\mathbf v$. The left side is therefore $+e\,w\,\mathbf v\cdot\mathbf E$, and
$$K\phi=-e\sum_jb_jE_j,\qquad b_j=w\,v_j .$$

A symmetric matrix with a null vector can be inverted on the functions orthogonal to that vector. The source must thus satisfy $\sum_kb_j=0$. It does, because
$$\sum_kw\mathbf v=-\frac1\hbar\sum_k\nabla_kf^0=0 :$$
the integral of the gradient of a periodic function over the Brillouin zone is zero. Let $\chi_j$ be a solution of $K\chi_j=b_j$. Then $\phi=-e\sum_j\chi_jE_j$, up to a constant. The equilibrium part $f^0$ carries no current, because $\mathbf v f^0$ is also the gradient of a periodic function. The current density is
$$J_i=-\frac{ge}{V}\sum_kv_iw\phi=\frac{ge^2}{V}\sum_j(b_i\cdot\chi_j)E_j .$$
Adding a constant to $\chi_j$ changes nothing, since $b_i$ sums to zero. Hence
$$\sigma_{ij}=\frac{ge^2}{V}\,b_i\cdot\chi_j .$$

## 5. The proof

Replace $b_i$ by $K\chi_i$, move $K$ to the other factor by its symmetry, and use $K\chi_j=b_j$:
$$b_i\cdot\chi_j=(K\chi_i)\cdot\chi_j=\chi_i\cdot(K\chi_j)=\chi_i\cdot b_j .$$
The last expression is $b_j\cdot\chi_i$, so $\sigma_{ij}=\sigma_{ji}$.

The first form says: drive along $j$ and measure the current along $i$. The last form exchanges the two roles. With $\chi=\sum_jE_j\chi_j$, the same algebra gives $\mathbf E\cdot\sigma\mathbf E=(ge^2/V)\,\chi\cdot K\chi\ge0$, so Joule heat is not negative.

In a relaxation-time model $K$ is replaced by the diagonal matrix $w_k/\tau_k$. Then $\sigma_{ij}=(ge^2/V)\sum_kw\tau_kv_iv_j$ is symmetric at sight. The proof is needed when in-scattering couples different states.

The statement fails to give a finite conductivity if $K$ has a further null vector $p$ with $p\cdot b_j\ne0$, as when collisions conserve total momentum. Multiplying $K\phi=-eb_jE_j$ by $p$ then gives zero on the left and a nonzero number on the right. No steady state exists, and the current grows with time.

**A numerical case.** Take a two-dimensional band with $k_BT=\hbar=e=1$,
$$\varepsilon=-0.5\cos k_x-0.35\cos k_y-0.4\cos(k_x+k_y+0.8),$$
with $\mu=0.2$ and a $15\times15$ mesh. The phase $0.8$ makes $\varepsilon_{-k}\ne\varepsilon_k$. An inelastic bath gives $W_{kk'}=G_{kk'}\Delta/(e^\Delta-1)$ with $\Delta=\varepsilon_{k'}-\varepsilon_k$, where $G$ is symmetric, favours small momentum transfer and contains a random factor. The largest difference between $W_{kk'}$ and $W_{k'k}$ is 0.56 of the largest rate. Differentiating the nonlinear collision term numerically nevertheless gives a $K$ that is symmetric to rounding error. Solving the full nonlinear steady state in small fields of both signs gives $\sigma_{xy}=\sigma_{yx}=0.01466$, beside $\sigma_{xx}=0.05258$. The formula of Section 4 gives the same values.

## 6. Symmetry of $K$ is sufficient, not necessary

In the golden rule a static defect scatters $k\to k'$ and $k'\to k$ at equal rates, because the coupling is Hermitian. Beyond that lowest order, a defect without an inversion centre can scatter the two ways at different rates. Time reversal then supplies a weaker relation,
$$W_{kk'}=W_{-k',-k},\qquad\varepsilon_{-k}=\varepsilon_k .$$

For such elastic scattering of independent electrons, $C_k=\sum_{k'}(W_{k'k}f_{k'}-W_{kk'}f_k)$. Conservation of probability in scattering gives $\sum_{k'}W_{k'k}=\sum_{k'}W_{kk'}$, so equilibrium is stationary. As $w$ is the same for both states,
$$K_{kk'}=w\Big(\delta_{kk'}\sum_{q}W_{kq}-W_{k'k}\Big).$$
Let $\Theta$ replace $k$ by $-k$. The off-diagonal elements of $\Theta K\Theta$ are $-wW_{-k',-k}=-wW_{kk'}$, which are those of $K^T$. The diagonal elements agree because $\sum_qW_{-k,q}=\sum_qW_{qk}=\sum_qW_{kq}$. Hence $\Theta K\Theta=K^T$. The velocity is odd, so $\Theta b_i=-b_i$.

Elastic scattering conserves the number of electrons at each energy, so every function $g(\varepsilon)$ is a null vector of both $K$ and $K^T$, not only the constant. The source is orthogonal to all of them, because $w\,g(\varepsilon)\,\mathbf v$ is again the gradient of a periodic function. If scattering links all states of equal energy, there are no other null vectors. A solution of $K\chi_i=b_i$ then exists, and adding a function of energy to it changes no current.

Define $\eta_i=-\Theta\chi_i$. Since $\Theta^2=1$,
$$K^T\eta_i=-\Theta K\Theta\Theta\chi_i=-\Theta b_i=b_i .$$
It follows that
$$b_i\cdot\chi_j=(K^T\eta_i)\cdot\chi_j=\eta_i\cdot b_j=-\chi_i\cdot\Theta b_j=\chi_i\cdot b_j .$$
Reciprocity survives without a symmetric $K$. Time reversal exchanges initial and final states and reverses both velocities; the two minus signs cancel.

## 7. What breaks the equality

**A magnetic field.** The field adds $-(e/\hbar)(\mathbf v\times\mathbf B)\cdot\nabla_kf$ to the drift. It does not act on $f^0$ or $w$, whose gradients are parallel to $\mathbf v$. What remains is
$$\Omega\phi=-\frac e\hbar\,w\,(\mathbf v\times\mathbf B)\cdot\nabla_k\phi,\qquad(K+\Omega)\phi=-e\sum_jb_jE_j .$$
Integrate $\psi\cdot\Omega\phi$ by parts over the zone. Because $\nabla_k\cdot(\mathbf v\times\mathbf B)=\mathbf B\cdot(\nabla_k\times\mathbf v)=0$, the derivative passes to $\psi$ with a minus sign, and $\Omega^T=-\Omega$. If $K$ is symmetric and does not depend on $\mathbf B$, transposing $K+\Omega$ is the same as reversing the field:
$$\sigma_{ij}(\mathbf B)=\sigma_{ji}(-\mathbf B).$$

**Scatterers that break time reversal.** Let each collision turn the velocity by $+120^\circ$ about $z$, never by $-120^\circ$. The reverse of such a collision, $-k'\to-k$, is a turn by $-120^\circ$ and is absent. Neither Section 5 nor Section 6 then applies. The numbers are in Section 9.

## 8. A copper-like line with tilted grain boundaries

Take a spherical Fermi surface with the free electron mass and $n=8\times10^{22}\ \mathrm{cm^{-3}}$. Bulk scattering is isotropic, with $\tau=25$ fs. These are rough values for copper at room temperature. They give
$$\sigma_0=\frac{ne^2\tau}{m}=56.4\ \mathrm{MS/m},\qquad\rho_0=\frac1{\sigma_0}=1.774\ \mu\Omega\,\mathrm{cm},\qquad\lambda=v_F\tau=38.6\ \mathrm{nm}.$$

Two families of planar boundaries have in-plane normals at $+30^\circ$ and $-45^\circ$ to the line. Their mean spacings are $D=50$ and 150 nm. An electron meets boundaries with normal $\mathbf n$ at the rate $|\mathbf v\cdot\mathbf n|/D$ and is reflected specularly with probability $R=0.3$. Each encounter is taken to be independent of the earlier ones, as if boundaries were met at random places; Section 10 returns to this. Reflection reverses $\mathbf v\cdot\mathbf n$ and keeps its magnitude, so the reverse process has the same rate: $K$ is symmetric.

Dividing $K$ by $w$ leaves a rate operator $\Lambda$ on the Fermi surface. The density of states is $3n/(mv_F^2)$, and with $\hat{\mathbf v}=\mathbf v/v_F$ and an average over the sphere,
$$\sigma_{ij}=3\sigma_0\left\langle\hat v_i\,(\tau\Lambda)^{-1}\hat v_j\right\rangle .$$

**One family.** For a field along $\mathbf n$ the response is odd under reflection. A reflected electron counts as $-\phi$, so the relaxation rate is $1/\tau+2R|\mathbf v\cdot\mathbf n|/D$. With $a=2R\lambda/D$ and $c=|\hat{\mathbf v}\cdot\mathbf n|$,
$$\frac{\sigma_{nn}}{\sigma_0}=3\int_0^1\frac{c^2\,dc}{1+ac}=3\left[\frac1{2a}-\frac1{a^2}+\frac{\ln(1+a)}{a^3}\right],$$
where we used $c^2/(1+ac)=c/a-1/a^2+1/[a^2(1+ac)]$. For $D=50$ nm, $a=0.6\times38.58/50=0.463$, and the ratio is 0.7458. The numerical solution for this single family agrees. Along the boundaries the velocity is unchanged by reflection and the conductivity stays at $\sigma_0$.

**Both families.** Solving separately for fields along $x$ and $y$ gives
$$\sigma=\begin{pmatrix}43.1&-3.40\\-3.40&49.6\end{pmatrix}\mathrm{MS/m},\qquad\rho=\begin{pmatrix}2.33&0.160\\0.160&2.03\end{pmatrix}\mu\Omega\,\mathrm{cm}.$$

The size of $\rho_{xy}$ can be understood by adding the resistivities of the families, which is an approximation. A family whose normal makes an angle $\alpha$ with $x$ adds $\Delta\rho\,n_in_j$, where $\Delta\rho=\rho_0(\sigma_0/\sigma_{nn}-1)$. The first has $\Delta\rho=1.774\,(1/0.7458-1)=0.605$ and contributes $0.605\sin30^\circ\cos30^\circ=0.262$ to $\rho_{xy}$. For the second, $a=0.154$ gives $\sigma_{nn}/\sigma_0=0.897$ and $\Delta\rho=0.204$, hence $-0.102$. The sum is $0.160\ \mu\Omega\,$cm, in agreement with the full solution at this precision.

At $1\ \mathrm{MA/cm^2}=10^{10}\ \mathrm{A/m^2}$ with open sides, the transverse field is
$$E_y=\rho_{yx}J_x=(0.160\times10^{-8}\ \Omega\,\mathrm m)(10^{10}\ \mathrm{A/m^2})=16\ \mathrm{V/m}.$$
Across a width of 1000 nm this is 16 μV. Reciprocity answers the opening question: the same coefficient relates a current along $y$ to the field along $x$.

**Out-scattering alone.** Keeping only the loss rate $1/\tau+\sum R|\mathbf v\cdot\mathbf n|/D$ still gives a symmetric tensor, but with $\rho_{xx}=2.12$ and $\rho_{xy}=0.042\ \mu\Omega\,$cm. The off-diagonal element is too small by a factor of nearly four. A reflection should count twice for current along $\mathbf n$ and not at all for current along the boundary. The loss rate counts it once for both and so loses much of the anisotropy.

## 9. Skew scattering, one-way turning and a field

Add to the same boundaries a defect that turns an electron with azimuth $\varphi$ by $\pm120^\circ$ at the rates $(1\pm\cos3\varphi)/(2\tau)$. The reverse of the $+120^\circ$ turn has rate $(1-\cos3\varphi)/(2\tau)$, so $K$ is not symmetric. The time-reversed turn starts at $\varphi+300^\circ$. Its rate is $[1-\cos(3\varphi+900^\circ)]/(2\tau)=(1+\cos3\varphi)/(2\tau)$, as Section 6 requires. The other cases are a one-way $+120^\circ$ turn at the rate $0.1/\tau$, and a field along $z$.

| Added to the boundaries | $\sigma_{xy}/\sigma_0$ | $\sigma_{yx}/\sigma_0$ |
|---|---:|---:|
| skew defect | −0.0119 | −0.0119 |
| one-way turning | −0.0934 | −0.0018 |
| $B_z=+1$ T | −0.0632 | −0.0574 |
| $B_z=-1$ T | −0.0574 | −0.0632 |

Replacing the skew rates by their symmetric part changes the first entry to −0.0122 in both columns. The skewness thus alters the conductivity but not its symmetry. One-way turning respects the twofold axis and the mirror plane of the boundaries, yet it makes the two elements differ. Reversing the magnetic field exchanges them.

## 10. The model beside a real copper line

The bulk resistivity and mean free path are in the range of room-temperature copper. A boundary spacing of 50 nm is small beside the line's width of 1 μm; if both spacings were larger in proportion, $\rho_{xy}$ would be smaller. The model also assumes two sharp boundary directions. If the normals were spread evenly over all in-plane angles, the average of $\sin\alpha\cos\alpha$ would vanish and, in the additive estimate, so would $\rho_{xy}$. The calculated 16 μV therefore requires a net preferred tilt.

The boundary rate treats successive encounters as independent. Between fixed, extended planes a reflected electron can return to a boundary it has already met, and the field is no longer uniform. Without bulk scattering, each plane in a series then adds resistance in proportion to $R/(1-R)=0.43$ rather than $R=0.30$. With bulk scattering included, evenly spaced planes raise $\Delta\rho$ of each family by about 40%, and the additive estimate of $\rho_{xy}$ becomes about $0.23\ \mu\Omega\,$cm. The calculated voltage thus belongs to the random-encounter model and gives only the order of magnitude for a real line.

Of the other effects left out of Section 8, only the angle dependence of reflection has been carried through to $\rho_{xy}$, again with independent encounters. Take $R(c)=s/(s+c^2)$, with $s$ chosen so that the flux-weighted mean $\int_0^12c\,R\,dc$ stays at 0.3 and the geometry is unchanged. Then $\rho_{xx}$ falls by about 8% to 2.16, and $\rho_{xy}$ by about 31% to $0.11\ \mu\Omega\,$cm. Reflection is now weaker for the electrons that carry most of the current along $\mathbf n$. The tensor remains symmetric because $R$ depends on $|\mathbf v\cdot\mathbf n|$.

Diffuse scattering at the four surfaces of a line as thick as it is wide would add about 3% of the bulk resistivity. The necks of copper's Fermi surface, with a rough radius of $0.2\,k_F$, cover about 8% of the area of the sphere; their effect on $\rho_{xy}$ is not calculated here. A phonon energy of 30 meV, near the top of copper's spectrum, is 1.2 times $k_BT$, so the energy exchanged with phonons is not always small beside $k_BT$. The proof covers inelastic scattering, but the single time $\tau$ hides its energy dependence. The current's own magnetic field is at most about 4 mT, for which $eB\tau/m\approx2\times10^{-5}$, and its effect on reciprocity is negligible here. The remaining estimates, including a Joule heating of at most about 2 K, for heat flowing straight down through 1 μm of oxide, are listed in the numerical output.

## Calculated quantities

```
A. Lattice test, units kT = hbar = e = 1
states: 225
relative asymmetry of rates W: 0.565
relative asymmetry of operator K: 9.9e-15
smallest nonzero eigenvalue of K: 0.177
relative size of sum of w v: 2.2e-14
sigma_xx: nonlinear steady state 0.052580, formula 0.052580
sigma_xy: nonlinear steady state 0.014662, formula 0.014662
sigma_yx: nonlinear steady state 0.014662, formula 0.014662
sigma_yy: nonlinear steady state 0.028516, formula 0.028516
B. Copper-like line (rough parameters)
electron density: 8e+22 cm^-3
bulk relaxation time: 25 fs
temperature: 300 K
boundary reflection probability: 0.3
boundary tilts: 30, -45 degrees; spacings: 50, 150 nm
Fermi velocity: 1.543e+06 m/s
bulk mean free path: 38.58 nm
bulk conductivity: 56.359 MS/m
bulk resistivity: 1.774 microohm cm
one family, sigma_nn/sigma0: matrix 0.74580, closed 0.74580
line xx: sigma 43.1233 MS/m, rho 2.3315 microohm cm
line xy: sigma -3.3981 MS/m, rho 0.1597 microohm cm
line yx: sigma -3.3981 MS/m, rho 0.1597 microohm cm
line yy: sigma 49.6055 MS/m, rho 2.0268 microohm cm
principal axis of larger conductivity from x: -66.82 degrees
out-scattering only: rho_xx 2.1176, rho_xy 0.0419 microohm cm
current density: 1 MA/cm^2
line width and thickness: 1000 nm
field along line: 2.332 V/cm
transverse field, open sides: 0.1597 V/cm
transverse voltage: 15.97 microvolt
Controls: sigma_xy/sigma0, sigma_yx/sigma0
walls + skew scatterer: -0.011874, -0.011874
same, symmetrized rates: -0.012175, -0.012175
walls + one-way turning: -0.093433, -0.001829
walls, B = +1 T: -0.063234, -0.057354
walls, B = -1 T: -0.057354, -0.063234
Neglected effects
angle-dependent reflection: rho_xx 2.1564, rho_xy 0.1108 microohm cm
diffuse surfaces, relative resistivity rise 3 l/(4 width): 0.029
magnetic field of the current itself: 4 mT
its cyclotron frequency times tau: 1.8e-05
thermal smearing (kT/E_F)^2: 1.5e-05
rough phonon energy 30 meV over kT: 1.2
field energy per free path over kT: 0.00035
Joule heating over 1000 nm oxide, 1.4 W/(m K): 1.7 K
wave interference 1/(k_F l): 0.0019
Fermi-surface share of 8 necks, radius 0.2 k_F: 0.08
```
